\section*{A particle hopping around six equivalent sites, with hydrogen in a hexagon}

\section*{The system}

A particle can occupy six sites arranged in a closed ring. The site states $|n\rangle$, $n=0,\dots,5$, are orthonormal, and site labels are read modulo 6, so that $|6\rangle=|0\rangle$. All sites have the same energy, taken as zero. The particle hops between neighbours with amplitude $-J$, where $J$ is real and positive:
\begin{equation}
H=-J\sum_{n=0}^{5}\Big(|n+1\rangle\langle n|+|n\rangle\langle n+1|\Big).
\label{eq:H}
\end{equation}
The algebra uses atomic units, with $\hbar=1$. Numerical energies are in meV, lengths in angstrom and times in ps.

\section*{Part (a): levels and states}

\textbf{Question.} Find all energy levels, their degeneracies and a normalised set of eigenstates. Show that no level is missing.

\textbf{Answer.} Write $|\psi\rangle=\sum_n c_n|n\rangle$. Projecting $H|\psi\rangle=E|\psi\rangle$ on $\langle n|$ leaves the two neighbours of site $n$:
\begin{equation}
-J\,(c_{n-1}+c_{n+1})=E\,c_n,\qquad c_{n+6}=c_n .
\label{eq:site}
\end{equation}
The equation has the same form at every site, which suggests a solution whose amplitude changes by a fixed factor from site to site, $c_n\propto q^n$. Closure of the ring requires $q^6=1$, so $q=e^{i\pi m/3}$ with $m=0,\pm1,\pm2,3$. Other integers $m$ repeat these six factors. The normalised trial states are
\begin{equation}
|\psi_m\rangle=\frac{1}{\sqrt6}\sum_{n=0}^{5}e^{i\pi mn/3}|n\rangle .
\label{eq:states}
\end{equation}
Substitution in (\ref{eq:site}) and division by $c_n$ give
\begin{equation}
E_m=-J\left(e^{-i\pi m/3}+e^{i\pi m/3}\right)=-2J\cos\frac{\pi m}{3}.
\label{eq:levels}
\end{equation}
Since $\cos0=1$, $\cos(\pi/3)=\tfrac12$, $\cos(2\pi/3)=-\tfrac12$ and $\cos\pi=-1$,
\begin{equation}
E_0=-2J,\qquad E_{\pm1}=-J,\qquad E_{\pm2}=+J,\qquad E_3=+2J .
\end{equation}
The outer levels are single and the inner two are double.

To show completeness, take $m'\neq m$ and let $p=e^{i\pi(m'-m)/3}$. Then $p\neq1$ but $p^6=1$, and the geometric sum gives
\begin{equation}
\langle\psi_m|\psi_{m'}\rangle=\frac16\sum_{n=0}^{5}p^n=\frac16\,\frac{1-p^6}{1-p}=0 .
\end{equation}
Six orthonormal eigenstates span the six-dimensional space, so the list is complete.

The states $m$ and $-m$ differ in the sense in which their phase advances around the ring. Reflection of the ring exchanges them, which is why their energies agree. Their sum and difference give real standing waves, proportional to $\cos(\pi mn/3)$ and $\sin(\pi mn/3)$. For $m=0$ and $m=3$ the two senses coincide, and there is no partner.

\section*{Part (b): a check, and the role of the ring}

\textbf{Question.} Confirm the spectrum without using travelling waves. Which of its features depends on the number of sites being even?

\textbf{Answer.} Apply $H$ twice. Two hops either return the particle, in two ways, or move it by two sites:
\begin{equation}
H^2|n\rangle=J^2\big(|n-2\rangle+2|n\rangle+|n+2\rangle\big).
\end{equation}
Even and odd sites therefore separate. On the three even sites,
\begin{equation}
H^2=J^2\begin{pmatrix}2&1&1\\1&2&1\\1&1&2\end{pmatrix}.
\end{equation}
The vector $(1,1,1)$ has eigenvalue $4J^2$. Any vector whose components add to zero has eigenvalue $2J^2-J^2=J^2$, and there are two independent ones. The odd sites give the same result. In total $E^2=4J^2$ occurs twice and $E^2=J^2$ four times.

The signs follow from a second operation. Let $S|n\rangle=(-1)^n|n\rangle$. Each hop joins an even site to an odd one, so $SHS=-H$. If $|\psi\rangle$ has energy $E$, then $S|\psi\rangle$ has energy $-E$, and the levels come in equal numbers with either sign. Hence
\begin{equation}
\det(E-H)=(E^2-4J^2)(E^2-J^2)^2 ,
\end{equation}
in agreement with part (a). The same argument shows that changing the sign of $J$ leaves the set of levels unchanged, although the ground state then has $m=3$ in place of $m=0$.

The symmetry about zero needs an even ring. With five sites the closing bond joins two even labels and $SHS=-H$ fails; the levels are then $-2J$, $-0.618J$ twice and $1.618J$ twice. Cutting one bond of the six-site ring keeps the symmetry but removes the degeneracies: the levels become $\pm1.802J$, $\pm1.247J$ and $\pm0.445J$.

\section*{Part (c): one site slightly different}

\textbf{Question.} The energy of site 0 is shifted by a small amount $\varepsilon$, with $|\varepsilon|\ll J$. What happens to the degenerate pairs at first order?

\textbf{Answer.} The perturbation is $\varepsilon|0\rangle\langle0|$. For $m=1$ or $2$ use the standing waves
\begin{equation}
c_n=\frac{1}{\sqrt3}\cos\frac{\pi mn}{3},\qquad s_n=\frac{1}{\sqrt3}\sin\frac{\pi mn}{3}.
\end{equation}
The factor $1/\sqrt3$ normalises them, because the squares of the cosines, and of the sines, add to 3 over the ring. The sine wave vanishes at site 0, so its energy is unchanged and the perturbation does not couple it to the cosine wave. The cosine wave has probability $1/3$ on site 0 and shifts by $\varepsilon/3$. Each pair therefore splits by $|\varepsilon|/3$. The result loses accuracy as $|\varepsilon|$ approaches and exceeds the level spacing, since states of different unperturbed levels, including the single ones, then mix appreciably.

\section*{Part (d): motion from one site}

\textbf{Question.} The particle starts on site 0. Find the amplitudes on sites 0 and 3 at time $t$, and the largest probability reached on the opposite site.

\textbf{Answer.} Each $|\psi_m\rangle$ has amplitude $1/\sqrt6$ on site 0, and evolves with $e^{-iE_mt}$. The amplitude on site $n$ is
\begin{equation}
A_n(t)=\frac16\sum_m e^{i\pi mn/3}e^{-iE_mt}.
\end{equation}
Let $\tau=Jt$. For $n=0$,
\begin{align}
A_0&=\frac16\left(e^{2i\tau}+2e^{i\tau}+2e^{-i\tau}+e^{-2i\tau}\right)
=\frac{\cos2\tau+2\cos\tau}{3}.
\end{align}
For $n=3$ the site factor is $(-1)^m$, so the terms from $m=\pm1$ and $m=3$ change sign:
\begin{align}
A_3&=\frac16\left(e^{2i\tau}-2e^{i\tau}+2e^{-i\tau}-e^{-2i\tau}\right)\nonumber\\
&=\frac{i}{3}(\sin2\tau-2\sin\tau)
=-\frac{2i}{3}\sin\tau\,(1-\cos\tau).
\end{align}
With $c=\cos\tau$ and $\sin^2\tau=(1-c)(1+c)$,
\begin{equation}
P_3=|A_3|^2=\frac49(1+c)(1-c)^3 .
\end{equation}
Its derivative with respect to $c$ is
\begin{equation}
\frac49\left[(1-c)^3-3(1+c)(1-c)^2\right]=-\frac89(1-c)^2(1+2c).
\end{equation}
The probability vanishes at $c=\pm1$, so the maximum is at $c=-\tfrac12$, first reached at $\tau=2\pi/3$:
\begin{equation}
P_3^{\max}=\frac49\cdot\frac12\cdot\frac{27}{8}=\frac34 .
\end{equation}
At that moment $A_0=(-\tfrac12-1)/3=-\tfrac12$, so the remaining probability, $1/4$, is on the starting site and the other four sites are empty.

At short times $\sin\tau\approx\tau$ and $1-\cos\tau\approx\tau^2/2$, so $|A_3|\approx\tau^3/3$. This is the sum of two routes of three hops, each contributing $\tau^3/3!$. The two routes interfere constructively.

\section*{Part (e): the hopping amplitude of hydrogen}

\textbf{Question.} Hydrogen, with $M$ taken as the proton mass, moves on a circle of radius $r=1.0$ angstrom with
\begin{equation}
H=-B\frac{d^2}{d\varphi^2}+\frac V2(1-\cos6\varphi),\qquad B=\frac{1}{2Mr^2},
\end{equation}
where $V=200$ meV and $B=2.0750$ meV. Numerical solution puts the centre of the lowest six levels 55.96 meV above the well bottom. Relative to this centre the levels are $-0.6035$, $-0.3076$, $0.3016$ and $0.6155$ meV for $|m|=0,1,2,3$. A gap of 90.4 meV separates the highest of these levels from the next group. Estimate the zero-point energy, extract $J$, and judge the nearest-neighbour model.

\textbf{Answer.} Near $\varphi=0$, $1-\cos6\varphi\approx18\varphi^2$, so the potential is $9V\varphi^2$. With moment of inertia $I=Mr^2=1/(2B)$, the condition $\tfrac12I\omega^2=9V$ gives
\begin{equation}
\omega=\sqrt{\frac{18V}{I}}=6\sqrt{BV}=6\sqrt{2.0750\times200}\ \text{meV}=122.2\ \text{meV}.
\end{equation}
The harmonic zero-point energy is $\omega/2=61.1$ meV, above the computed 55.96 meV. Most of the difference comes from the next term of the potential, $-27V\varphi^4$. In the harmonic ground state $\langle\varphi^2\rangle=1/(2I\omega)=B/\omega$ and $\langle\varphi^4\rangle=3B^2/\omega^2$, so the first-order correction is
\begin{equation}
-\frac{81VB^2}{\omega^2}=-\frac{81VB^2}{36BV}=-\frac94B=-4.7\ \text{meV},
\end{equation}
which brings the estimate to 56.4 meV.

The six lowest states can be combined, by inverting (\ref{eq:states}), into six orthonormal states, one centred on each well. Let $-J_d$ be the matrix element of $H$ between two of them $d$ steps apart. Then
\begin{equation}
-J_d=\frac16\sum_mE_m\cos\frac{\pi md}{3}.
\end{equation}
The sine parts cancel because $E_m=E_{-m}$. Counting the double levels twice,
\begin{align}
J=J_1&=\frac{E_3+E_2-E_1-E_0}{6}=\frac{1.8282}{6}\ \text{meV}=0.3047\ \text{meV},\\
J_2&=-\frac{E_0-E_1-E_2+E_3}{6}=-0.0030\ \text{meV},\\
J_3&=-\frac{E_0-2E_1+2E_2-E_3}{6}\approx0.0001\ \text{meV}.
\end{align}
The six-site formula with this $J$ gives $\mp0.6094$ and $\mp0.3047$ meV. Its largest error against the continuous model is 0.0061 meV, or 2.0\% of $J$. Second-neighbour hopping adds $-2J_2\cos(2\pi m/3)$: about $+0.006$ meV to both outer levels and $-0.003$ meV to both inner pairs. It joins sites of equal parity, so it breaks the symmetry about zero, but it leaves the pairs degenerate. The gap of 90.4 meV, some 300 times $J$, justifies keeping one state per well.

In other units, $J$ divided by the Boltzmann constant is 3.54 K and $\hbar/J=2.16$ ps. The first maximum on the opposite site comes after $(2\pi/3)\times2.16$ ps $=4.52$ ps.

\section*{Part (f): how far the ring describes a metal hydride}

\textbf{Question.} Estimate how radial motion, barrier height, hops to other hexagons, strain, lattice relaxation and temperature alter the picture. State the assumptions.

\textbf{Answer.} In cubic Laves-phase hydrides such as hydrogen in TaV$_2$, interstitial sites form hexagons with neighbours roughly 1 angstrom apart. The radius used here is of that size. The barrier is a round model value that gives a vibrational quantum of order 100 meV, a rough typical size for hydrogen in a metal. The numbers below are model estimates, not properties computed for TaV$_2$.

\emph{Barrier and radial motion.} Raising the barrier by 10\% at fixed radius and mass lowers $J$ to 0.240 meV, a fall of 21\%. For radial motion, assume a quantum equal to $\omega$. The radial spread is then $r\sqrt{B/\omega}=0.130$ angstrom, and averaging $1/r^2$ over it multiplies $B$ by 1.056. With the barrier held fixed, $J$ rises to 0.366 meV, by 20\%. Such an average properly requires radial motion much faster than the angular motion, so with equal quanta it gives only a rough estimate. Each of these changes moves $J$ by about 20\%. The barrier is only a round value, however, and $J$ depends on it steeply: an error of 50\% in the barrier changes $J$ by more than a factor of three. The computed $J$ therefore belongs to this model and does not predict the value in a particular hydride. The pattern of levels is not affected by a change of $J$ alone.

\emph{Other hexagons.} Assume a hop of 1.4 angstrom with the same well curvature. A cosine barrier then grows as the square of the hop length, from 200 meV for the arc $\pi r/3=1.047$ angstrom to 357 meV. The amplitude falls to 0.0026 meV, below 1\% of $J$. The ring is nearly isolated in this estimate, but the result rests on the higher barrier: with the barrier kept at 200 meV, the same hop would have an amplitude of about 0.03 meV, or 10\% of $J$. Long-range diffusion depends on these links between hexagons, which (\ref{eq:H}) omits.

\emph{Strain.} A defect or another hydrogen atom can make the sites unequal. Lowering one site by an assumed 1 meV, about $3.3J$, puts 85\% of the ground-state probability there, instead of $1/6$. Part (c) no longer applies. The changes of barrier, radial motion and lattice overlap considered here alter $J$ but keep the six sites equal. A shift of one site does not, and the site energies must agree to well within $J$ for the ring levels to survive.

\emph{Lattice relaxation.} Suppose the surrounding atoms shift when hydrogen changes site. Describe the shift by an oscillator of quantum $w$, displaced by $\Delta$ in units of its natural length, at an energy cost $E_r=\tfrac12w\Delta^2$. The overlap of the two displaced ground states is
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-x^2/2-(x-\Delta)^2/2}}{\sqrt\pi}\,dx=e^{-\Delta^2/4}=e^{-E_r/(2w)},
\end{equation}
as follows from completing the square about $x=\Delta/2$. When $w\gg J$ and the lattice is in its ground state, this factor multiplies $J$. For assumed values $E_r=w=20$ meV it is 0.607, and $J$ drops to 0.185 meV. These values are illustrative only, and the factor falls exponentially with $E_r$: for $E_r=100$ meV and the same $w$ it is $e^{-2.5}=0.082$. The size of this reduction in a real hydride is not fixed by the model.

\emph{Temperature.} At 5 K the ground level of the undressed ring holds 43\% of the population. At 300 K the thermal energy is 25.85 meV, about 85 times $J$. The ground level then holds 17\%, close to an equal share among six states, and 2.3\% lies in higher levels of the angular motion. Excited radial and out-of-plane vibrations, not counted here, would further reduce the share held by the six lowest states. The thermal energy also exceeds $w$, so the lattice is not in its ground state and the factor above does not apply. Part (d) assumes equal sites and a fixed hopping amplitude, with no exchange of energy with the lattice or the conduction electrons. Low temperatures and nearly unstrained hexagons favour these assumptions, but in a metal the electrons can damp the motion even when the lattice is cold. Part (d) is therefore an ideal limit, and it does not provide a room-temperature diffusion rate. The numerical output lists the main values used in these estimates.

\section*{Calculated quantities}
\begin{verbatim}
Ring levels / J: -2.000 -1.000 -1.000 1.000 1.000 2.000
Open-chain levels / J: -1.802 -1.247 -0.445 0.445 1.247 1.802
Five-site ring levels / J: -2.000 -0.618 -0.618 1.618 1.618
Hexagon radius: 1.0 angstrom
Barrier V: 200 meV
Rotational constant B: 2.0750 meV
Harmonic angular quantum: 122.23 meV
Harmonic zero-point energy: 61.11 meV
Computed band centre above well bottom: 55.96 meV
Hopping J: 0.3047 meV
J divided by Boltzmann constant: 3.54 K
m=0, continuous level minus centre: -0.6035 meV
m=0, six-site formula: -0.6094 meV
m=1, continuous level minus centre: -0.3076 meV
m=1, six-site formula: -0.3047 meV
m=2, continuous level minus centre: 0.3016 meV
m=2, six-site formula: 0.3047 meV
m=3, continuous level minus centre: 0.6155 meV
m=3, six-site formula: 0.6094 meV
Largest level error of formula: 0.0061 meV
Largest level error / J: 2.0 %
Second-neighbour J2: -0.00299 meV
Third-neighbour J3: 0.000093 meV
Gap to next band: 90.4 meV
Time unit hbar/J: 2.16 ps
First peak on opposite site: 4.52 ps
Probability there at peak: 0.750
Probability at start then: 0.250
J with barrier 10% higher: 0.2401 meV
Radial zero-point spread: 0.130 angstrom
Mean of (radius/r)^2: 1.056
J with radial average: 0.3660 meV
Assumed distance to next hexagon: 1.4 angstrom
Barrier for that hop: 357 meV
Hopping to next hexagon: 0.00255 meV
Assumed shift of one site: -1.0 meV
Ground level with shifted site: -1.1719 meV
Ground-state weight on that site: 0.851
Assumed lattice displacement energy: 20 meV
Assumed phonon quantum: 20 meV
Lattice overlap factor: 0.607
J after lattice dressing: 0.1848 meV
Ground-level population at 5 K: 0.433
Ground-level population at 300 K: 0.167
Population above lowest band, 300 K: 0.0234
Thermal energy at 300 K: 25.85 meV
\end{verbatim}
